# Effective dissolution valence of silicon in HF from hydrogen evolution

## Question

I am stuck on an exercise about anodising silicon in hydrofluoric acid. It says that 0.9 mole of hydrogen evolves per mole of silicon dissolved, that the silicon ends up as the tetravalent complex $\mathrm{SiF_6^{2-}}$, and it asks for the "effective dissolution valence".

If the product is tetravalent, why is the answer not simply 4? I tried subtracting the hydrogen, which gives $4-0.9=3.1$, but I cannot justify that either. A fractional valence also makes me wonder whether some of the silicon is really divalent in solution. Finally, there are bubbles at the platinum counter electrode as well. Do they count towards the 0.9?

I would like to use the result to estimate how much silicon a given charge removes, so I need to know when it can be trusted.

## Answer

Two different quantities are being called valence. The oxidation state of silicon in $\mathrm{SiF_6^{2-}}$ is +4. The effective dissolution valence $n$ is the charge that passes through the external circuit per dissolved silicon atom, counted in elementary charges. In atomic units, where $e=1$, it is simply the charge per atom. In this exercise the two differ because some of the electrons given up by silicon are taken by protons at the silicon surface and never reach the circuit.

### The balance

Let $h$ be the number of $\mathrm{H_2}$ molecules formed at the silicon electrode per dissolved atom. Assume for now that no other oxidant acts and that no hydrogen is stored in the remaining solid. With unknown coefficients $a$ and $n$, the anode reaction is

$$
\mathrm{Si}+6\,\mathrm{HF}\rightarrow \mathrm{SiF_6^{2-}}+a\,\mathrm{H^+}+h\,\mathrm{H_2}+n\,e^- .
$$

The electrons on the right leave through the circuit. In p-type silicon the current is carried to the surface by holes, but a hole arriving and an electron leaving transfer the same charge, so the count is unaffected.

Silicon and fluorine already balance. Hydrogen atoms require

$$
6=a+2h \quad\Rightarrow\quad a=6-2h .
$$

The left side is neutral. On the right the complex carries $-2$, the protons $+a$ and the electrons $-n$, so

$$
0=-2+a-n \quad\Rightarrow\quad n=a-2 .
$$

Inserting $a$ gives

$$
n=(6-2h)-2=4-2h .
$$

For $h=0.9$,

$$
n=4-2(0.9)=2.2,\qquad a=6-2(0.9)=4.2 .
$$

**The effective dissolution valence is 2.2.** Your subtraction missed a factor of two: each hydrogen molecule forms from two protons and takes two electrons. Silicon gives up 4 electrons, hydrogen takes 1.8 of them, and the circuit carries the other 2.2.

The result does not depend on writing the fluoride as HF. If it is supplied as $\mathrm{HF_2^-}$, three ions are needed per silicon atom. The hydrogen balance is then $3=a+2h$ and the charge balance is $-3=-2+a-n$. Hence $n=a+1=4-2h$ again.

The tetravalent product does matter. For a hypothetical final product $\mathrm{SiF_2}$, the reaction would start from $\mathrm{Si}+2\,\mathrm{HF}$. Then $2=a+2h$ and $0=a-n$, so $n=2-2h$, which is 0.2 for $h=0.9$. If only a fraction $x$ of the dissolved silicon stayed divalent, the same balance would give $n=4-2h-2x$. A fractional valence therefore does not by itself mean that divalent silicon accumulates in solution: $h=0.9$ with $n=2.2$ corresponds to $x=0$. The exercise assumes the tetravalent product, so its 2.2 is not evidence on this point. Only $h$ and $n$ measured separately would fix $x$.

### What the fraction means

Three net reactions with the same final complex are

$$
\begin{aligned}
\mathrm{Si}+6\,\mathrm{HF}&\rightarrow\mathrm{SiF_6^{2-}}+6\,\mathrm{H^+}+4e^-,\\
\mathrm{Si}+6\,\mathrm{HF}&\rightarrow\mathrm{SiF_6^{2-}}+4\,\mathrm{H^+}+\mathrm{H_2}+2e^-,\\
\mathrm{Si}+6\,\mathrm{HF}&\rightarrow\mathrm{SiF_6^{2-}}+2\,\mathrm{H^+}+2\,\mathrm{H_2}.
\end{aligned}
$$

They deliver 4, 2 and 0 charges to the circuit. These are also the values of $4-2h$ at $h=0$, 1 and 2. The last is dissolution without current. If $h$ exceeded 2, $n$ would be negative and the silicon would carry a net cathodic current, which is not anodisation.

Let $f_4$, $f_2$ and $f_0$ be the fractions of atoms that dissolve by these routes. Then

$$
f_4+f_2+f_0=1,\qquad f_2+2f_0=h .
$$

The mean charge is

$$
n=4f_4+2f_2=4(1-f_2-f_0)+2f_2=4-2(f_2+2f_0)=4-2h .
$$

The mean is fixed, but the mixture is not. Solving for the other two fractions at $h=0.9$ gives

$$
f_0=0.45-\tfrac12 f_2,\qquad f_4=0.55-\tfrac12 f_2 .
$$

Neither may be negative, so $f_2$ can lie anywhere from 0 to 0.9. At one end, 90% of the atoms dissolve by the two-charge route and 10% by the four-charge route. At the other, 45% dissolve without current and 55% by the four-charge route. The valence alone cannot tell these apart.

### The bubbles at the platinum

They do not count towards $h$. If proton reduction is the sole cathode reaction, the $n$ electrons produce

$$
n\,\mathrm{H^+}+n\,e^-\rightarrow \frac n2\,\mathrm{H_2},
$$

which is 1.1 molecules per dissolved silicon atom here. The hydrogen from both electrodes adds up to

$$
h+\frac n2=h+\frac{4-2h}{2}=2 ,
$$

whatever the value of $h$. The ratio of whole-cell gas to dissolved silicon therefore says nothing about $h$ or $n$. To measure $h$ directly, the anode gas has to be collected separately. Under the assumptions made so far, the whole-cell gas does measure the amount of dissolved silicon, at two molecules per atom, so it can give $n$ when combined with the charge passed. Hydrogen kept in the porous solid or oxygen reduced at either electrode would lower this yield.

### From charge to dissolved silicon

Let $Q$ be the charge per unit wafer area and $F$ the Faraday constant, the charge of one mole of elementary charges. Each mole of dissolved silicon passes a charge $nF$, so the amount dissolved per area is

$$
N=\frac{Q}{nF}.
$$

Multiplying by the molar mass $M$ gives the mass loss $m=NM$. For a porous layer of thickness $L$ and uniform porosity $P$, the removed volume per area is $PL$. It also equals $NV_m$, where $V_m$ is the molar volume of solid silicon. If no silicon is lost from the top of the layer,

$$
L=\frac{NV_m}{P}.
$$

As an example, take a heavily doped p-type (100) wafer in ethanolic HF at 20 mA/cm² for 10 min, with porosity 0.65. These are rough typical values for making mesoporous silicon. The charge is $0.020\times600=12.0$ C/cm², so

$$
N=\frac{12.0}{2.2\times96485.3}\ \mathrm{mol/cm^2}=56.5\ \mathrm{\mu mol/cm^2}.
$$

With $M=28.085$ g/mol the mass loss is 1.59 mg/cm². With $V_m=12.059$ cm³/mol,

$$
L=\frac{56.53\times10^{-6}\times12.059}{0.65}\ \mathrm{cm}\approx10.5\ \mathrm{\mu m}.
$$

The anode hydrogen amounts to $0.9\times56.53=50.9$ µmol/cm². As a dry ideal gas at 298.15 K and 760 Torr it fills 1.24 cm³ per cm² of wafer.

For the same charge, assuming $n=4$ would predict a mass loss of 0.87 mg/cm², 45% below the value for $n=2.2$. Assuming $n=2$ would predict 1.75 mg/cm², 10% above it.

### Hydrogen that stays on the pore walls

Fresh pore walls in HF are largely covered with hydrogen. Hydrogen bound there has taken part in the reaction without evolving as gas. Let $s$ be the number of hydrogen atoms added to the walls per dissolved silicon atom. Let $o$ be the number of dissolved $\mathrm{O_2}$ molecules reduced to water at the silicon, again per dissolved atom. Each $\mathrm{O_2}$ forms two water molecules, which contain four hydrogen atoms. The hydrogen balance becomes

$$
6=a+2h+s+4o .
$$

The added species are neutral, so $n=a-2$ still holds, and

$$
n=4-2h-s-4o .
$$

At fixed $h$, both effects lower the valence.

The size of $s$ can be estimated for straight cylindrical pores of diameter $d$ along [001], with one hydrogen atom on every silicon bond cut by the wall. The diamond lattice has 8 atoms per volume $a_0^3$, where $a_0$ is the lattice parameter. Each atom has four bonds shared between two atoms, which makes 16 bonds per $a_0^3$, or 4 for each of the four bond directions.

A wall element with unit normal $\mathbf u$ cuts a bond $\mathbf b$ if the bond starts within a distance $|\mathbf b\cdot\mathbf u|$ on the appropriate side. The number cut per area is therefore $(4/a_0^3)|\mathbf b\cdot\mathbf u|$ for each direction. The bond vectors are of the type $(a_0/4)(\pm1,\pm1,\pm1)$, and their component perpendicular to the pore axis has length $\sqrt2\,a_0/4$. Around a circular wall, the mean of $|\cos\theta|$ is $2/\pi$. Summing over four directions gives the number of cut bonds per wall area:

$$
4\times\frac{4}{a_0^3}\times\frac{\sqrt2\,a_0}{4}\times\frac2\pi=\frac{8\sqrt2}{\pi a_0^2}.
$$

A cylinder has wall area $4/d$ per unit of removed volume, and that volume contained $8/a_0^3$ atoms. Hence

$$
s=\frac{8\sqrt2}{\pi a_0^2}\,\frac4d\,\frac{a_0^3}{8}=\frac{4\sqrt2\,a_0}{\pi d}.
$$

This treats the wall as locally flat, which is a good approximation when $d$ is much larger than a bond length. With $a_0=5.431$ Å it gives $s=0.099$ for pores 9.88 nm wide and $s=0.247$ for pores 3.95 nm wide. Counting cut bonds atom by atom in a square array of such pores at porosity 0.65, averaged over 60 random pore positions, gives 0.099 and 0.248. The last digit of the second number is sampling scatter, about 0.0004 for 60 positions. Averaged over many more positions it settles at 0.247.

One might expect the wall to shed atoms left with at most one silicon neighbour. Removing such atoms in the count changes neither number. Seen along the pore axis, the four bonds of an atom form two opposite pairs. If both ends of a pair lay inside the same circular pore, the atom midway between them would lie inside it too. The ends cannot lie in two different pores either: they are 0.38 nm apart in this projection, while even the thinnest wall in the finer array is 0.39 nm. At most one bond of each pair is cut, so every remaining atom keeps at least two neighbours. The argument needs walls thicker than 0.38 nm. In the finer array at porosity 0.70 the walls are thinner, and some atoms lose all their neighbours.

If 0.9 is the hydrogen actually released, the valence is thus about 2.1 for the 10 nm pores and about 1.95 for the 4 nm pores. A value below 2 is no contradiction, since $n=2$ is not a lower limit.

### How far to trust 2.2 in a real cell

Porous silicon commonly forms with an effective valence between roughly 2 and 3, while electropolishing is nearer 4, so the exercise describes the porous regime. The chosen current, porosity and 10 nm pore size are ordinary for heavily doped p-type wafers. Real layers do store hydrogen, which the value 2.2 neglects. For the 10 nm pores this lowers $n$ by about 0.10. At fixed charge, the dissolved amount then rises by the factor $2.2/2.1$, or about 5%. Real mesopores are often branched and rough. Extra wall area per removed volume would increase $s$, so the smooth-cylinder figure is an estimate and not an upper limit.

Dissolved oxygen matters less if the electrolyte is only weakly stirred and holds little more oxygen than water does. Take a rough concentration of 0.25 mmol/L (the value for aerated water; ethanol dissolves more), a diffusion coefficient of $2\times10^{-5}$ cm²/s and a diffusion layer of 100 µm. If all the oxygen that arrives is reduced at the silicon, it accounts for 0.19 mA/cm². Compared with the applied 20 mA/cm², this lowers $n$ by

$$
4o\approx2.2\times\frac{0.19}{20}\approx0.02 .
$$

The shift is proportional to the oxygen concentration, so an electrolyte rich in ethanol can make it several times larger. It is also inversely proportional to the thickness of the diffusion layer. If rising bubbles stir the electrolyte and thin the layer to 20 µm, the shift at 0.25 mmol/L reaches about 0.1, as much as the stored hydrogen in the 10 nm pores.

Gas collection can cause a larger error. Suppose there are 20 cm³ of electrolyte per cm² of wafer, initially free of hydrogen. With a rough solubility of 0.8 mmol/L (the value for water; ethanol dissolves more), it can hold 16 µmol/cm². That is 31% of the anode hydrogen in the example. Suppose this much dissolved and went uncounted, and $h$ were found by dividing the collected anode gas by the correct, independently known amount of dissolved silicon. The valence inferred from $4-2h$ would then be too high by

$$
2\times\frac{16.0}{56.53}\approx0.57 .
$$

You would report about 2.8 instead of 2.2, and a still higher value if ethanol raises the solubility. Saturating the electrolyte with hydrogen beforehand reduces this error, provided temperature and pressure stay steady. Solvent vapour in the collected gas errs the other way. A vapour pressure of 24 Torr, roughly that of water at 25 °C, would lower the inferred $n$ by about 0.06 if counted as hydrogen, and ethanol adds more. The gas volume must therefore be corrected for vapour.

The factor of two also amplifies ordinary measurement errors, because $\delta n=-2\,\delta h$. An error of 0.05 in $h$ changes $n$ by 0.1. If you can weigh the wafer before and after anodising, combining $m=NM$ with $N=Q/(nF)$ gives

$$
n=\frac{QM}{Fm}.
$$

This needs no gas measurement and no assumption about where the hydrogen went, as long as no silicon breaks off undissolved and the mass of hydrogen, oxide and any other residue left in the pores is negligible. Oxide needs particular care. The large inner surface oxidises in air, and the oxygen it takes up makes the mass loss look too small and $n$ too large. Weigh the wafer soon after drying. For the exercise as set, with all the anode hydrogen included in the 0.9 and the other terms neglected, the answer is 2.2. The numerical output below lists the main values used here.

## Computed results

```
H2 at anode per Si: 0.9
effective valence n: 2.2
H+ released per Si: 4.2
H2 at cathode per Si: 1.1
H2 in whole cell per Si: 2.0
H2 of routes with 0, 2, 4 charges: [2. 1. 0.]
mixture valence, min and max: 2.20, 2.20
two-charge share, min and max: 0.00, 0.90
current density: 20 mA/cm2
duration: 10 min
porosity: 0.65
temperature: 298.15 K
pressure: 760 Torr
Faraday constant: 96485.3 C/mol
Si molar mass: 28.085 g/mol
Si lattice parameter: 5.4310 angstrom
Si molar volume: 12.059 cm3/mol
charge passed: 12.0 C/cm2
Si dissolved: 56.53 umol/cm2
Si mass loss: 1.588 mg/cm2
mass loss if n were 2: 1.746 mg/cm2
mass loss if n were 4: 0.873 mg/cm2
anode H2: 50.88 umol/cm2
anode H2 volume, dry: 1.245 cm3 per cm2
porous layer thickness: 10.49 um
mesopore diameter: 9.88 nm
mesopore wall H per Si, formula: 0.099
mesopore wall H per Si, counted: 0.099
mesopore wall H per Si, pruned: 0.099
mesopore n with formula wall H: 2.10
mesopore n with pruned wall H: 2.10
fine pore diameter: 3.95 nm
fine pore wall H per Si, formula: 0.247
fine pore wall H per Si, counted: 0.248
fine pore wall H per Si, pruned: 0.248
fine pore n with formula wall H: 1.95
fine pore n with pruned wall H: 1.95
electrolyte volume: 20 cm3 per cm2
H2 solubility, rough: 0.8 mmol/L
H2 electrolyte can hold: 16.0 umol/cm2
held H2 / anode H2: 0.31
error in n if held H2 is missed: 0.57
O2 concentration, rough: 0.25 mmol/L
O2 diffusion coefficient, rough: 2e-05 cm2/s
diffusion layer, rough: 100 um
O2 limiting current: 0.19 mA/cm2
lowering of n by O2: 0.021
```
